# Antisymmetric velocity force and electronic friction under steady current

Electrons flow through a small region between a left lead L and a right lead R. The region also carries two slow vibrational coordinates \(X_1,X_2\), treated classically. Its one-electron Hamiltonian is

\[
h(X)=h_0+X_1M_1+X_2M_2 ,
\]

with constant Hermitian matrices \(M_i\) that act only inside the region. Electrons do not interact with each other, and the leads keep fixed occupations \(f_L(\varepsilon)\) and \(f_R(\varepsilon)\). The algebra uses atomic units, \(\hbar=e=1\), and \(s=2\) counts spin.

At frozen \(X\), the retarded Green function is \(G(\varepsilon)=[\varepsilon-h-\Sigma(\varepsilon)]^{-1}\), where \(\Sigma=\Sigma_L+\Sigma_R\) describes the leads and \(\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)\). States arriving from lead \(\alpha\) have the spectral matrix \(A_\alpha=G\Gamma_\alpha G^\dagger\). The occupied spectral matrix is \(\Lambda=f_LA_L+f_RA_R\), and the density matrix per spin is \(\int d\varepsilon\,\Lambda/2\pi\). There are no bound states outside this description. The mean electronic force is therefore

\[
F_i=-\langle M_i\rangle=-s\int\frac{d\varepsilon}{2\pi}\,\mathrm{Tr}[M_i\Lambda].
\]

## (a) The force linear in velocity

**Question.** The coordinates move slowly. Find the matrix \(\gamma_{ij}\) in the force \(-\sum_j\gamma_{ij}v_j\).

**Solution.** Let \(\chi_{ij}(\tau)\) be the causal response of \(\langle M_i\rangle\) to a displacement \(\delta X_j\) a time \(\tau\) earlier:

\[
\delta F_i(t)=-\sum_j\int_0^\infty d\tau\,\chi_{ij}(\tau)\,\delta X_j(t-\tau).
\]

If the motion is slow compared with the electronic memory time, \(\delta X_j(t-\tau)\simeq\delta X_j(t)-\tau v_j(t)\). The second term gives

\[
\gamma_{ij}=-\int_0^\infty d\tau\,\tau\chi_{ij}(\tau)
=i\left.\frac{d\chi_{ij}}{d\omega}\right|_{\omega=0},
\qquad
\chi_{ij}(\omega)=\int_0^\infty d\tau\,e^{i\omega\tau}\chi_{ij}(\tau),
\]

because differentiating the transform brings down \(i\tau\), and \(i\cdot i=-1\).

To find \(\chi\), let \(\delta X_j(t)=xe^{-i\omega t}+x^*e^{i\omega t}\). An incoming state \(\psi e^{-i\varepsilon t}\) acquires two sidebands. Since the incoming wave is unchanged, their amplitudes in the region are

\[
G(\varepsilon+\omega)M_j\psi\,x,\qquad G(\varepsilon-\omega)M_j\psi\,x^*,
\]

at energies \(\varepsilon+\omega\) and \(\varepsilon-\omega\). The part of \(\psi\psi^\dagger\) that varies as \(e^{-i\omega t}\) contains the first sideband times \(\psi^\dagger\), and \(\psi\) times the adjoint of the second. Summing over occupied states replaces \(\psi\psi^\dagger\) by \(\Lambda\):

\[
\chi_{ij}(\omega)=s\int\frac{d\varepsilon}{2\pi}\,
\mathrm{Tr}\left[M_iG(\varepsilon+\omega)M_j\Lambda
+M_i\Lambda M_jG^\dagger(\varepsilon-\omega)\right].
\]

A prime denotes \(d/d\varepsilon\). Differentiation at \(\omega=0\) gives \(Z_{ij}-Z_{ij}^*\) in the integrand, where \(Z_{ij}=\mathrm{Tr}[M_iG'M_j\Lambda]\). Indeed, taking the adjoint and using the cyclic property,

\[
Z_{ij}^*=\mathrm{Tr}[\Lambda M_jG'^\dagger M_i]=\mathrm{Tr}[M_i\Lambda M_jG'^\dagger].
\]

With \(i(Z-Z^*)=-2\,\mathrm{Im}Z\),

\[
\boxed{\gamma_{ij}=-\frac{s}{\pi}\int d\varepsilon\,
\mathrm{Im}\,\mathrm{Tr}[M_iG'M_j\Lambda].}
\]

## (b) Separating friction from the workless force

**Question.** Split \(\gamma\) into symmetric and antisymmetric parts and find the power of each.

**Solution.** Define the Hermitian matrices \(R=(G+G^\dagger)/2\) and \(A=i(G-G^\dagger)\), so that \(G=R-iA/2\). Then

\[
\mathrm{Im}\,Z_{ij}=\mathrm{Im}\,\mathrm{Tr}[M_iR'M_j\Lambda]
-\tfrac12\mathrm{Re}\,\mathrm{Tr}[M_iA'M_j\Lambda].
\]

For any Hermitian \(Q\), put \(Y_{ij}=\mathrm{Tr}[M_iQM_j\Lambda]\). Then \(Y_{ij}^*=\mathrm{Tr}[\Lambda M_jQM_i]=\mathrm{Tr}[M_jQM_i\Lambda]=Y_{ji}\). The real part of \(Y\) is thus symmetric and its imaginary part antisymmetric. Hence \(\gamma=S+B\), with

\[
\boxed{\begin{aligned}
S_{ij}&=\frac{s}{2\pi}\int d\varepsilon\,\mathrm{Re}\,\mathrm{Tr}[M_iA'M_j\Lambda]=S_{ji},\\
B_{ij}&=-\frac{s}{\pi}\int d\varepsilon\,\mathrm{Im}\,\mathrm{Tr}[M_iR'M_j\Lambda]=-B_{ji}.
\end{aligned}}
\]

For two modes, the antisymmetric force is \((-B_{12}v_2,\;B_{12}v_1)\). It is perpendicular to the velocity in the \((X_1,X_2)\) plane, like a magnetic force. The power delivered to the vibrations is

\[
-\sum_{ij}v_i(S_{ij}+B_{ij})v_j=-\sum_{ij}v_iS_{ij}v_j,
\]

since \(v_1B_{12}v_2+v_2B_{21}v_1=0\). The symmetric part alone exchanges energy through the velocity-dependent force.

## (c) What current and time reversal do

**Question.** Is a current necessary or sufficient for \(B\neq0\)? Must \(S\) damp the motion?

**Solution.** First let \(h_0\) and \(M_i\) be real and the lead self-energies symmetric, which expresses time-reversal symmetry here. Then \(G\) is symmetric, and \(A\) and \(R\) are real.

At equilibrium \(f_L=f_R=f\). The identity \(A=G(\Gamma_L+\Gamma_R)G^\dagger=A_L+A_R\) gives \(\Lambda=fA\), which is real, so \(B=0\). For the friction, \(\mathrm{Tr}[M_iA'M_jA]\) and \(\mathrm{Tr}[M_iAM_jA']\) are equal by the symmetry just found. Each is half the derivative of \(\mathrm{Tr}[M_iAM_jA]\). Integration by parts gives

\[
S_{ij}=\frac{s}{4\pi}\int d\varepsilon\,(-f')\,\mathrm{Tr}[M_iAM_jA].
\]

For a velocity direction \(u\), set \(M=\sum_iu_iM_i\). The trace becomes \(\mathrm{Tr}[(A^{1/2}MA^{1/2})^2]\ge0\), so equilibrium friction cannot feed energy into the motion.

Under bias, put \(K=\mathrm{Im}A_L\). Because \(A_L+A_R\) is real, \(\mathrm{Im}A_R=-K\), and \(\mathrm{Im}\Lambda=(f_L-f_R)K\). Therefore

\[
B_{ij}=-\frac{s}{\pi}\int d\varepsilon\,(f_L-f_R)\,
\mathrm{Tr}[M_iR'M_jK].
\]

The matrix \(K\) describes local currents. From \(\dot\rho=-i[h,\rho]\), the flow per spin from site \(b\) to site \(a\) is \(-2h_{ab}\mathrm{Im}\rho_{ab}\), and \(\mathrm{Im}\rho\) is the integral of \((f_L-f_R)K/2\pi\). At fixed \(h\), exchanging the lead occupations reverses \(B\).

In this time-reversal-symmetric setting a difference of occupations is necessary. It is not sufficient, since the trace or its integral can vanish. In part (e), at a small fixed bias, \(B_{12}\) changes sign as the hopping grows, and so passes through zero while current flows. Without time-reversal symmetry, \(B\) can survive at equilibrium. An example is a three-site ring with \(kT=0.05\) eV and these values in eV:

- site energies 0.1, −0.2, 0.25;
- \(h_{12}=-0.6\), \(h_{23}=-0.7\), \(h_{13}=-0.5e^{i}\);
- lead widths 1.2 on site 1 and 0.9 on site 3.

In eV/Å, \(M_1\) is diagonal with entries 0.5, −0.3, 0.2, while \(M_2\) has bond entries 0.6 on 12 and −0.4 on 23. At zero bias, \(B_{12}=-0.069\,\hbar/\text{Å}^2\).

Nor must \(S\) stay positive under bias. Take two weakly joined sites, the upper one filled from L and the lower one emptied into R, and let the coordinate modulate their hopping with unit coupling. Neglecting the static hopping, the friction is \((s/2\pi)\int A'_{22}A_{11}d\varepsilon\). For equal Lorentzian widths \(\Gamma\) and level separation \(\delta\), the overlap \(\int A_{11}A_{22}\,d\varepsilon/2\pi=2\Gamma/(\delta^2+\Gamma^2)\) gives

\[
S\simeq s\frac{d}{d\delta}\frac{2\Gamma}{\delta^2+\Gamma^2}
=-\frac{4s\Gamma\delta}{(\delta^2+\Gamma^2)^2}<0 .
\]

With \(\Gamma=0.5\) eV, \(\delta=0.6\) eV and coupling 1 eV/Å, this is \(-6.4\,\hbar/\text{Å}^2\). Keeping a hopping element of −0.05 eV, a bias of 2.4 V and \(kT=0.05\) eV, and adding a second mode \(M=\sigma_z\) eV/Å, the friction of the hopping mode alone is \(-5.9\,\hbar/\text{Å}^2\) and the lowest eigenvalue of \(S\) is \(-6.2\,\hbar/\text{Å}^2\). At zero bias it is \(+3.3\,\hbar/\text{Å}^2\). "Friction" is then a name for the symmetric part, not a promise of damping.

## (d) The other antisymmetric force

**Question.** A displaced coordinate also feels a static force. Find its antisymmetric part and show how a circular orbit distinguishes it from \(S\) and \(B\).

**Solution.** At \(\omega=0\) the two terms of \(\chi_{ij}\) are complex conjugates, so the integrand is \(2\,\mathrm{Re}\,\mathrm{Tr}[M_i(R-iA/2)M_j\Lambda]\). By the rule of part (b), its \(R\) term is symmetric. The \(A\) term is \(\mathrm{Im}\,\mathrm{Tr}[M_iAM_j\Lambda]\) and antisymmetric. Thus

\[
N_{ij}=\frac{\chi_{ij}(0)-\chi_{ji}(0)}2
=\frac{s}{2\pi}\int d\varepsilon\,\mathrm{Im}\,\mathrm{Tr}[M_iAM_j\Lambda],
\]

and the force is \(-\sum_jN_{ij}X_j\). Now take \(X=r(\cos\omega t,\sin\omega t)\), for which \(v=r\omega(-\sin\omega t,\cos\omega t)\).

- The static force \(N_{12}(-X_2,X_1)\) is tangential. It does work \(2\pi N_{12}r^2\) per counterclockwise turn and the opposite work per clockwise turn.
- The mean tangential friction force is \(-r\omega(S_{11}+S_{22})/2\) along the motion, in either sense.
- The force from \(B\) is \(-B_{12}v_2=-B_{12}r\omega\cos\omega t\) on mode 1 and \(B_{12}v_1=-B_{12}r\omega\sin\omega t\) on mode 2. It is radial, reverses with the sense of rotation, and does no work.

A current can therefore pump a vibration through \(N\), even though \(B\) itself supplies no energy.

## (e) A two-site bridge

**Question.** Site 1 touches L and site 2 touches R, each with energy-independent width \(\Gamma\). Take \(h_0=-t\sigma_x\), \(M_1=a\sigma_z\), \(M_2=b\sigma_x\), with \(t>0\). Find \(B_{12}\), its low-bias limit and \(N_{12}\).

**Solution.** Mode 1 moves the site energies apart, and positive \(X_2\) weakens the hopping for \(b>0\). With \(z=\varepsilon+i\Gamma/2\) and \(D=z^2-t^2\),

\[
G=(z+t\sigma_x)^{-1}=\frac{z-t\sigma_x}{D},\qquad
T=\Gamma^2|G_{12}|^2=\frac{\Gamma^2t^2}{|D|^2}.
\]

Here \(T\) is the transmission. The local-current matrix follows from

\[
K_{12}=\mathrm{Im}(\Gamma G_{11}G_{21}^*)
=-\frac{\Gamma t\,\mathrm{Im}z}{|D|^2}=-\frac{T}{2t}.
\]

Put \(J=\sigma_z\sigma_x=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\), so \(K=-(T/2t)J\). Write \(R=R_0+R_1\sigma_x\), with \(R_0=\mathrm{Re}\,G_{11}\). Then

\[
M_1R'M_2=ab(R_0'J+R_1'\sigma_z).
\]

Since \(\mathrm{Tr}J^2=-2\) and \(\mathrm{Tr}(\sigma_zJ)=0\), we have \(\mathrm{Tr}[M_1R'M_2K]=abTR_0'/t\). The matrix \(A\) has the same form as \(R\), with \(A_{11}\) in place of \(R_0\). Hence

\[
\boxed{\begin{aligned}
B_{12}&=-\frac{sab}{\pi t}\int d\varepsilon\,(f_L-f_R)\,T\,\frac{d\,\mathrm{Re}G_{11}}{d\varepsilon},\\
N_{12}&=\frac{sab}{2\pi t}\int d\varepsilon\,(f_L-f_R)\,T\,A_{11}.
\end{aligned}}
\]

For low temperature and a small bias \(V\) centred on \(\varepsilon=0\), evaluate the integrand there. From \(G_{11}=\frac12[(z-t)^{-1}+(z+t)^{-1}]\),

\[
R_0'(0)=-\frac12\mathrm{Re}\left[\frac1{(i\Gamma/2-t)^2}+\frac1{(i\Gamma/2+t)^2}\right]
=-\frac{t^2-\Gamma^2/4}{q^2},
\]

where \(q=t^2+\Gamma^2/4\). Also \(T(0)=\Gamma^2t^2/q^2\), so

\[
B_{12}\simeq\frac{sabV\Gamma^2t\,(t^2-\Gamma^2/4)}{\pi q^4}.
\]

At \(t=\Gamma/2\) the transmission is one, yet this leading term vanishes. The force is linear in \(t\) for weak hopping and falls as \(t^{-5}\) for strong hopping. By contrast, \(N_{12}\) has the sign of \(ab\) for every positive bias in this model, because \(T\) and \(A_{11}\) are positive.

Now choose \(t=0.3\) eV, \(\Gamma=1\) eV, \(a=b=0.5\) eV/Å, 300 K and 0.5 V. The low-bias formula gives

\[
\frac{B_{12}}{V}=\frac{2(0.25)(1)(0.3)(0.09-0.25)}{\pi(0.34)^4}
=-0.572\ \frac{\hbar}{\text{Å}^2\,\mathrm V},
\]

or \(-0.286\,\hbar/\text{Å}^2\) at 0.5 V. The full thermal integral gives

\[
B_{12}=-0.307\,\hbar/\text{Å}^2=-3.24\times10^{-15}\ \mathrm{kg/s}.
\]

At \(t=0.7\) eV, with \(\Gamma\), \(a\) and \(b\) held fixed, the zero-temperature low-bias slope is positive, \(0.089\,\hbar/(\text{Å}^2\mathrm V)\).

The friction elements at 0.5 V are \(S_{11}=0.568\), \(S_{22}=0.747\) and \(S_{12}=-0.244\), all in \(\hbar/\text{Å}^2\), and \(N_{12}=0.283\) eV/Å\(^2\). The antisymmetric coefficient is thus about half the mean diagonal friction.

These values were tested by propagating the electron states in time along opposite circular orbits of radius 0.01 Å at \(\hbar\omega=15\) meV, without the response formula. The radial force gave \(B_{12}=-0.307\,\hbar/\text{Å}^2\). The tangential forces gave a mean friction of \(0.657\,\hbar/\text{Å}^2\) and \(N_{12}=0.283\) eV/Å\(^2\), in agreement with the formulas.

## (f) How a workless force changes damping

**Question.** Let the symmetric static stiffness, including its electronic part, be diagonal with entries \(k_1<k_2\), and let both modes have mass \(m\). Find the leading effect of \(B\) on their damping. What changes when \(k_1=k_2\)?

**Solution.** For motion \(e^{-i\omega t}\), set \(D_i=k_i-m\omega^2-i\omega S_{ii}\) and \(c=N_{12}-i\omega B_{12}\). The equations are

\[
\begin{aligned}
D_1X_1+(c-i\omega S_{12})X_2&=0,\\
(-c-i\omega S_{12})X_1+D_2X_2&=0.
\end{aligned}
\]

Their determinant gives \(D_1D_2=-(c^2+\omega^2S_{12}^2)\). Let \(\Delta=k_2-k_1\) be large compared with the couplings. Near \(\Omega_1=\sqrt{k_1/m}\), \(D_2\simeq\Delta\) and \(D_1\simeq-2m\Omega_1\delta\omega-i\Omega_1S_{11}\). Solving,

\[
\delta\omega\simeq-\frac{iS_{11}}{2m}
+\frac{c^2+\Omega_1^2S_{12}^2}{2m\Omega_1\Delta}.
\]

The imaginary part of \(c^2\) is \(-2\Omega_1N_{12}B_{12}\). For mode 2 the stiffness difference changes sign. The amplitude damping rates \(-\mathrm{Im}\,\omega\) are therefore

\[
\boxed{\Gamma_1^{\rm vib}\simeq\frac{S_{11}}{2m}+\frac{N_{12}B_{12}}{m\Delta},\qquad
\Gamma_2^{\rm vib}\simeq\frac{S_{22}}{2m}-\frac{N_{12}B_{12}}{m\Delta}.}
\]

The force from \(B\) still does no work. It changes the shape and phase of the orbit, and hence the work done by \(N\). At leading order it moves damping from one mode to the other. In the time-reversal-symmetric case both \(N\) and \(B\) reverse with the occupations at fixed \(h\), so their product does not.

For \(m=100\) u and quanta of 15 and 18 meV, \(k_1=5.383\) and \(k_2=7.751\) eV/Å\(^2\). In units of \(\hbar^2/(\mathrm{eV\,Å^2})\), \(m=5.383/(0.015)^2=2.39\times10^4\), and

\[
\frac{\hbar N_{12}B_{12}}{m\Delta}
\to\frac{(0.2834)(-0.3071)}{(2.39\times10^4)(2.368)}\ \mathrm{eV}
=-1.54\ \mu\mathrm{eV}.
\]

Solving the full linear equations gives −1.58 μeV. The damping of mode 1 falls from 11.8 to 10.2 μeV, while that of mode 2 rises from 15.7 to 17.3 μeV.

If \(k_1=k_2\), the expansion in \(1/\Delta\) fails. Neglect \(S_{12}\) and \(S_{11}-S_{22}\), which are small here beside \(N_{12}/\Omega\), and put \(\bar S=(S_{11}+S_{22})/2\). The determinant becomes \(D^2=-c^2\), or \(D=\pm ic\), so

\[
\delta\omega\simeq-\frac{i\bar S}{2m}\mp\frac{iN_{12}+\Omega B_{12}}{2m\Omega}.
\]

One circular motion grows at the rate \(|N_{12}|/(2m\Omega)-\bar S/(2m)\), while \(B\) only splits the frequencies at this order. With both quanta at 15 meV and the electronic coefficients held fixed, the two terms are 395 and 14 μeV. Their difference agrees with the computed growth of 381 μeV. The linear model cannot say where such growth stops. All numbers in this part assume that the bare stiffness cancels the symmetric electronic coupling of the bridge, \((\chi_{12}(0)+\chi_{21}(0))/2=0.090\) eV/Å\(^2\) at 0.5 V. If that term is kept, the growth at equal quanta is 361 μeV, and the damping rates at 15 and 18 meV are 10.6 and 16.8 μeV.

**Reading the numbers for a real contact.** The parameters are meant for the rough regime of a metallic atomic-scale contact, with a conductance near one quantum, a bias of some tenths of a volt and vibrations of order 10 meV. The model current is 28 μA. The couplings are round choices, and \(B\) scales as \(ab\) when all else is fixed. In a real contact part of the voltage drops across the bridge. Shifting the two site levels by +0.125 and −0.125 eV (half the bias) changes \(B\) by −19% relative to the value above, and shifts of ±0.25 eV (the whole bias) change it by −58%. Chain leads with a half-band of 5 eV change it by −10% (a flat band of the same half-width by −6%), and thermal displacements of mode 2 by −15% or +13%. Finite vibration frequency matters far less, about 0.01%. These are separate estimates, not a total error. Electron correlation and inelastic scattering beyond the mean force are not sized. Vibrational energy escaping into the leads as phonons is also left out. It matters for the growth found in part (f): additional amplitude damping of about 381 μeV, a quality factor near 20, would stop it. Even without that damping, the linear equations give no growth once the two quanta, near 15 meV, differ by more than 0.8 to 1.0 meV, the larger values applying when mode 2 is the stiffer one. The remaining values are in the numerical output.

## Numbers as computed

```
hopping t: 0.3 eV
level width Gamma, each site: 1 eV
bias: 0.5 V
temperature: 300 K
coupling a (site-energy mode 1): 0.5 eV/angstrom
coupling b (hopping mode 2): 0.5 eV/angstrom
mass: 100 u
vibration quantum 1: 15 meV
vibration quantum 2: 18 meV
current: 28.25 microampere
friction S11: 0.5675 hbar/angstrom^2
friction S22: 0.747 hbar/angstrom^2
friction S12: -0.2441 hbar/angstrom^2
zero-bias friction S11: 0.6842 hbar/angstrom^2
zero-bias friction S22: 0.6931 hbar/angstrom^2
antisymmetric B12: -0.3071 hbar/angstrom^2
B12 converted: -3.239e-15 kg/s
B12 from opposite orbits: -0.3072 hbar/angstrom^2
mean friction from orbits: 0.657 hbar/angstrom^2
circulating stiffness N12: 0.2834 eV/angstrom^2
N12 from opposite orbits: 0.2833 eV/angstrom^2
low-bias B12/bias at t=0.3 eV: -0.5717 hbar/(angstrom^2 V)
low-bias B12/bias at t=0.5 eV: -3.183e-05 hbar/(angstrom^2 V)
low-bias B12/bias at t=0.7 eV: 0.08916 hbar/(angstrom^2 V)
stiffness k1: 5.383 eV/angstrom^2
stiffness k2: 7.751 eV/angstrom^2
mode 1 hbar*frequency: 15.048 meV
mode 1 hbar*damping, with B: 10.22 microeV
mode 1 hbar*damping, no B: 11.8 microeV
mode 2 hbar*frequency: 17.96 meV
mode 2 hbar*damping, with B: 17.25 microeV
mode 2 hbar*damping, no B: 15.67 microeV
predicted mode 1 damping shift: -1.536 microeV
computed mode 1 damping shift: -1.582 microeV
equal-frequency largest growth: 381.1 microeV
three-site B12 at 0.6 V: -0.1415 hbar/angstrom^2
flux-ring B12 at zero bias: -0.06861 hbar/angstrom^2
inverted case lowest friction: -6.246 hbar/angstrom^2
same case at zero bias: 3.345 hbar/angstrom^2
rms displacement 1: 0.07026 angstrom
rms displacement 2: 0.0589 angstrom
B change, finite frequency: 0.00933 %
B change, mode 1 at -rms: -1.66 %
B change, mode 1 at +rms: -1.66 %
B change, mode 2 at -rms: -14.7 %
B change, mode 2 at +rms: 13.3 %
B change, site levels +/-bias/4: -19.2 %
B change, both levels +0.1 eV: -2.38 %
B change, electrons at 600 K: -1.59 %
B change, 5 eV lead half-band: -10.2 %
```
